# The drift-ambipolar electric field in a capacitive discharge, part 1

(Sections cited here and not found follow in the second part.)

## 1. The field from the electron momentum balance

Q: A radio-frequency current flows through the plasma of a capacitive discharge. The plasma has a conductivity, so the field inside it is current density over conductivity. Why is anything more needed?

A: Conductivity expresses a balance between the electric force and friction. Electrons are also a gas with a pressure, and where that pressure varies in space it exerts a force too. To see what field results, all the forces must be counted.

Take one spatial direction $x$ and let $f(x,\mathbf v,t)$ be the electron distribution function. The electron has charge $-e$ and mass $m$, and there is no magnetic field. The Boltzmann equation is

$$\frac{\partial f}{\partial t}+v_x\frac{\partial f}{\partial x}-\frac{eE}{m}\frac{\partial f}{\partial v_x}=C[f],$$

where $C$ is the change by collisions. Define the density $n$, the mean velocity $u$ and the axial pressure $p$ by

$$n=\int f\,d^3v,\qquad nu=\int v_xf\,d^3v,\qquad p=m\int (v_x-u)^2f\,d^3v .$$

The temperature used below is $T=p/n$, measured as an energy.

Q: How does the force balance follow from this?

A: Multiply the equation by $mv_x$ and integrate over velocity. The first term gives $m\,\partial(nu)/\partial t$. In the second, write $v_x=u+(v_x-u)$. The cross term vanishes because the mean of $v_x-u$ is zero, so

$$m\int v_x^2f\,d^3v=mnu^2+p .$$

In the field term, integrate by parts. Since $f$ vanishes at large speed, $\int v_x(\partial f/\partial v_x)\,d^3v=-n$, and the two minus signs give $+enE$. Hence

$$m\frac{\partial(nu)}{\partial t}+\frac{\partial}{\partial x}(mnu^2+p)+enE=R,\qquad R=m\int v_xC[f]\,d^3v .$$

Now expand the derivatives of the products:

$$\frac{\partial(nu)}{\partial t}+\frac{\partial(nu^2)}{\partial x}
=n\left(\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial x}\right)+u\left(\frac{\partial n}{\partial t}+\frac{\partial (nu)}{\partial x}\right).$$

The last bracket is the net rate at which electrons are created per volume. If creation is neglected, it is zero by continuity.

Q: A discharge lives by ionization. You cannot simply drop it.

A: Its effect can be traced. Let $S_i$ be the ionization rate and $S_a$ the attachment rate per volume. The last bracket is then $S_i-S_a$. New electrons born with zero mean velocity add no momentum. Attachment, if its rate does not depend on velocity, removes momentum $mu$ per electron, which puts $-muS_a$ on the right-hand side. Moving $mu(S_i-S_a)$ to the right as well leaves $-muS_i$. Ionization therefore acts as extra friction with frequency $S_i/n$. I neglect it here and bound it for the example.

Q: What is the friction $R$ itself?

A: Assume that electrons scatter from heavy gas particles at rest, that every direction after the collision is equally likely, and that the collision frequency $\nu$ does not depend on speed. An electron with velocity component $v_x$ then has, on average, none after a collision. It loses $mv_x$ per collision, at rate $\nu$:

$$R=-m\nu\int v_xf\,d^3v=-m\nu nu .$$

The shape of $f$ does not enter. The speed after the collision may be lower than before, provided that the direction is random. The momentum balance is now

$$mn\left(\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial x}\right)=-enE-\frac{\partial p}{\partial x}-m\nu nu .$$

Q: Then solve it for the field, and show me where the current enters.

A: Move $enE$ to the left and everything else to the right, then divide by $en$:

$$E=-\frac{m\nu u}{e}-\frac{1}{en}\frac{\partial p}{\partial x}-\frac me\left(\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial x}\right).$$

The electron current density is $J_e=-enu$, so $u=-J_e/(en)$ and the first term becomes $+m\nu J_e/(ne^2)$. With $p=nT$, the product rule gives

$$\frac1n\frac{\partial(nT)}{\partial x}=T\frac{\partial\ln n}{\partial x}+\frac{\partial T}{\partial x}.$$

The result is

$$E=\underbrace{\frac{m\nu}{ne^2}J_e}_{E_d}\;\underbrace{-\frac Te\frac{\partial\ln n}{\partial x}}_{E_a}\;\underbrace{-\frac1e\frac{\partial T}{\partial x}}_{E_T}\;-\frac me\left(\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial x}\right).$$

The drift field $E_d$ is the resistive part. It is proportional to the current and, at fixed current, inversely proportional to the electron density. The ambipolar field $E_a$ is the density gradient weighted with the temperature. Their sum is the drift-ambipolar field.

Q: Why call the second part a field of its own? It looks like a piece of the pressure force.

A: It is the field that balances that piece. Set $u=0$ and let $T$ be uniform. Then $E=E_a$, and with $E=-\partial\Phi/\partial x$ integration gives $\Phi=(T/e)\ln n$ plus a constant, or $n\propto\exp(e\Phi/T)$. This is the Boltzmann distribution of electrons in a potential. Pressure pushes electrons away from a density maximum, and the field pulls them back.

Q: Does this assume that the plasma is neutral?

A: No. The density in the formula is that of the electrons alone. Gauss's law then says which net ion charge must accompany the field. In an electronegative gas that charge is the positive ions minus the negative ions, so the electron density may vary strongly where the positive-ion density does not.

Q: You call two terms the field, but you derived more. When may the rest be dropped?

A: When the temperature gradient and the inertia are small, which depends on the case. A numerical solution of the kinetic equation shows both situations. Take units with $m=e=1$ and initial temperature 1. To keep the calculation small, let velocity have one component, so that isotropic scattering means that either sign is equally likely afterwards. On a periodic length of 20, impose the field

$$E=0.3\sin(2\pi x/20)+A\sin(\omega t)$$

and start from the Boltzmann distribution in its static part. The formula then has to recover the imposed field from the computed $n$, $u$ and $T$.

For $\nu=1$, $A=0.5$, $\omega=0.6$, compared at three times up to $t=6$, the full formula misses by at most $1.3\times10^{-5}$ of the largest imposed field at the same instant. Leaving out one term raises this error to 0.85 for the drift field, 1.1 for the ambipolar field, 0.31 for the temperature gradient and 0.55 for inertia. Two terms are not enough there. For $\nu=10$, $A=1$, $\omega=0.4$, compared at three times between $t=1.3$ and $t=4$, the drift and ambipolar fields alone reproduce the imposed field to 4.5% on the same measure. These times all lie in the first half period, while the drive is strong. Soon after the start the error is about 9%. It is much larger when the drive passes through zero and only the static part sets the scale: about 40% near $t=7.9$ and about 70% near $t=15.7$. Two terms suffice in this run only while the drive is strong.

Q: Real collision frequencies depend on speed. Does the density gradient still carry the weight $T$?

A: Not in general. For a speed-dependent $\nu(v)$ the friction is $-m\int\nu(v)v_xf\,d^3v$, which is no longer fixed by $u$ alone. A closed result needs an approximation for $f$. Take a nearly isotropic distribution,

$$f=f_0(v)+\frac{v_x}{v}f_1(v),$$

where $f_0$ may depend on $x$. Neglect the time derivative of $f_1$ and all higher angular parts. The terms of the Boltzmann equation proportional to $v_x/v$ are then

$$v\frac{\partial f_0}{\partial x}-\frac{eE}{m}\frac{\partial f_0}{\partial v}=-\nu(v)f_1 .$$

The flux is $\Gamma=nu=\int v_x(v_x/v)f_1\,d^3v$. The angular average of $v_x^2$ is $v^2/3$ and the volume element is $4\pi v^2dv$, so $\Gamma=(4\pi/3)\int v^3f_1\,dv$. Inserting $f_1$ gives

$$\Gamma=-\frac{\partial(nD)}{\partial x}-\mu nE,$$

$$nD=\frac{4\pi}{3}\int\frac{v^4}{\nu}f_0\,dv,\qquad \mu n=-\frac{4\pi e}{3m}\int\frac{v^3}{\nu}\frac{\partial f_0}{\partial v}\,dv .$$

Solve for $E$, use $\Gamma=-J_e/e$ and expand the derivative of $nD$:

$$E=\frac{J_e}{e\mu n}-\frac D\mu\frac{\partial\ln n}{\partial x}-\frac1\mu\frac{\partial D}{\partial x}.$$

The density gradient is weighted with $D/\mu$.

Q: So when is $D/\mu$ equal to $T/e$?

A: There are two simple cases. If $\nu$ is constant, integration by parts gives $-\int v^3(\partial f_0/\partial v)\,dv=3\int v^2f_0\,dv$. Hence $\mu=e/(m\nu)$, while $D=\langle v^2\rangle/(3\nu)=T/(m\nu)$. The ratio is $T/e$ for any $f_0$.

If $f_0$ is Maxwellian, $\partial f_0/\partial v=-(mv/T)f_0$. The integral for $\mu n$ then becomes $(e/T)nD$, and the ratio is $T/e$ for any $\nu(v)$.

Outside these cases the two can differ. For $f_0\propto\exp[-(v/v_0)^4]$, the Druyvesteyn form, and $\nu\propto v$, the integrals give

$$\frac{eD}{\mu T}=\frac{3\,\Gamma_{\!f}(3/4)}{2\sqrt\pi\,\Gamma_{\!f}(5/4)}=1.144,$$

where $\Gamma_{\!f}$ is the gamma function. Direct quadrature gives the same value. The ambipolar field is then 14% larger than $T$ alone would suggest.

Q: And the temperature-gradient term?

A: It changes even for a Maxwellian. Let $\nu\propto v^q$ with the same prefactor everywhere. Then $D\propto\langle v^{2-q}\rangle\propto T^{1-q/2}$, so $\partial D/\partial x=(1-q/2)(D/T)\,\partial T/\partial x$. Dividing by $\mu$ and using $D/\mu=T/e$ gives

$$E_T=-\left(1-\frac q2\right)\frac1e\frac{\partial T}{\partial x}.$$

For $q=1$ the coefficient is one half, which numerical differentiation of the quadratures confirms.

Q: You defined $T$ by the axial pressure. Is that different from two thirds of the mean thermal energy?

A: It is, because the field feeds energy into the $x$ direction first. Consider a uniform plasma in a uniform field, with steady $u$. The acceleration is $a=-eE/m=\nu u$. Let

$$A_v=m\langle v_x^2\rangle-\tfrac13m\langle v^2\rangle .$$

The field raises $m\langle v_x^2\rangle$ at the rate $2mau=2m\nu u^2$, and it raises $m\langle v^2\rangle/3$ at one third of that. Scattering makes the axial part equal to the mean of the three directions, so it removes $A_v$ at rate $\nu$:

$$\frac{dA_v}{dt}=\frac43m\nu u^2-\nu A_v,\qquad\text{hence}\qquad A_v\to\frac43mu^2 .$$

Part of this is the directed motion itself. It contributes $mu^2$ to the first term of $A_v$ and $mu^2/3$ to the second, a difference of $\frac23mu^2$. What remains is thermal:

$$T-\bar T=\frac43mu^2-\frac23mu^2=\frac23mu^2,$$

where $\bar T$ is the mean of the three directional temperatures.

A simulation of 200,000 particles started from rest, with unit acceleration, mass and collision frequency, gave a drift velocity of 1.005 where 1 is expected. The difference $T-\bar T$ came out as $0.646\,mu^2$, with the expected value $u=1$ inserted, averaged from $t=8$ to $t=10$. The deviation from $2/3$ is 0.02, inside the allowance of 0.1 made for sampling noise and the finite time step.

## 2. Signs, sizes and heating

Q: Before you go on, restate what you are carrying over.

A: Electrons have charge $-e$, density $n$, mean velocity $u$, flux $\Gamma=nu$, current density $J_e=-e\Gamma$ and axial temperature $T$ in energy units. They scatter isotropically at constant frequency $\nu$. The field is $E=E_d+E_a+E_T$ plus inertia, with

$$E_d=\frac{m\nu}{ne^2}J_e,\qquad E_a=-\frac Te\frac{\partial\ln n}{\partial x},\qquad E_T=-\frac1e\frac{\partial T}{\partial x},$$

and the inertial part is $-(m/e)(\partial u/\partial t+u\,\partial u/\partial x)$. I now let $x$ point towards the nearer electrode.

Q: If I know just the total field, how do I tell the resistive part from the ambipolar part?

A: Reverse the current. At fixed $n$ and $T$, $E_d$ changes sign while $E_a$ and $E_T$ do not. At the two instants of largest current $\partial u/\partial t=0$ if $n$ is static, and $u\,\partial u/\partial x$ is even in $u$. Half the difference of the two fields is then $E_d$. If the temperature differs between the instants, half the difference of $E_a+E_T$ is mixed in.

Q: Do the two fields help or hinder each other?

A: Both happen. Suppose that $n$ has a maximum near the sheath. On its bulk side $\partial\ln n/\partial x>0$, so $E_a<0$, and the force $-eE_a$ pushes electrons towards the electrode. When the current also carries electrons that way, $u>0$, $J_e<0$ and $E_d<0$. The fields add. Half a period later $E_d$ has reversed and they oppose. On the electrode side of the maximum $E_a$ has the other sign, and the order is reversed.

Q: Give me numbers.

A: Take a parallel-plate etch reactor driven at 13.56 MHz, with a strongly electronegative feed gas. Negative ions hold most of the negative charge in the bulk, so electrons are few there. The values are round and rough: gas at 0.5 Torr and 350 K, and a momentum-transfer rate coefficient of $10^{-7}$ cm³/s. The gas density is $1.38\times10^{16}$ cm⁻³, so

$$\nu=1.38\times10^{16}\times10^{-7}\ \mathrm{s^{-1}}=1.38\times10^{9}\ \mathrm{s^{-1}},$$

about 16 times the angular drive frequency $\omega=8.52\times10^7$ s⁻¹. The mobility is $e/(m\nu)=1.275\times10^6$ cm²/Vs.

Measure $x$ from the maximum and let

$$n=n_b+n_h\,e^{-x^2/2w^2},$$

with $n_b=5\times10^8$ cm⁻³, $n_h=10^9$ cm⁻³ and $w=2$ mm. The current is $J_e=-J_0\cos\omega t$ with $J_0=2$ mA/cm². At phase 0 electrons therefore move towards the electrode. The bulk drift field has the amplitude

$$\frac{J_0}{en_b\mu}=\frac{2\times10^{-3}}{1.602\times10^{-19}\times5\times10^8\times1.275\times10^6}\ \mathrm{V/cm}=19.6\ \mathrm{V/cm}.$$

Q: What about the temperature?

A: It is prescribed, not solved for:

$$T=T_0+gx+T_1\left(1-\frac xL\right)\cos(\omega t-\varphi),$$

with $T_0=3$ eV, $g=-0.05$ eV/mm, $T_1=0.5$ eV, $L=10$ mm and $\varphi=30^\circ$. The electrons are hottest shortly after the flux towards the electrode peaks.

The density gradient is

$$\frac{\partial\ln n}{\partial x}=-\frac{x}{w^2}\,\frac{n_he^{-x^2/2w^2}}{n}.$$

It is steepest 2.69 mm from the maximum, where its magnitude is 0.301 mm⁻¹ and $n=9.05\times10^8$ cm⁻³. Call these two points the flanks. The drift amplitude there is $19.58\times5/9.047=10.8$ V/cm. On the bulk flank at phase 0, $T=3.68$ eV, so

$$E_a=-3.684\times0.3008\ \mathrm{V/mm}=-11.1\ \mathrm{V/cm}.$$

The four cases, in V/cm and without inertia, are:

| Flank, phase | $E_d$ | $E_a$ | $E_T$ | Sum |
|---|---|---|---|---|
| bulk, 0° | −10.8 | −11.1 | 0.9 | −21.0 |
| bulk, 180° | 10.8 | −7.8 | 0.1 | 3.1 |
| sheath, 0° | −10.8 | 9.6 | 0.9 | −0.3 |
| sheath, 180° | 10.8 | 7.7 | 0.1 | 18.6 |

The electron momentum balance has given the drift, ambipolar, temperature-gradient and inertial parts of the field, and the example shows the drift and ambipolar fields adding or opposing each other on the flanks of the density maximum. What remains is to test the reversal method on these numbers, work out how the field heats electrons, and estimate what the example leaves out.
